# Damage energy of a 100 keV silicon recoil in silicon

A silicon atom inside silicon is set moving with kinetic energy $E=100$ keV. It collides with other atoms, these collide with further atoms, and every moving atom also loses energy to electrons. The damage energy $T_{\rm dam}$ is the part of $E$ that the whole cascade does not give to electrons. Robinson's fit to Lindhard's energy partition is

$$T_{\rm dam}=\frac{E}{1+k\,g(\varepsilon)},\qquad g(\varepsilon)=3.4008\,\varepsilon^{1/6}+0.40244\,\varepsilon^{3/4}+\varepsilon ,\qquad \varepsilon=\frac{E}{E_L}.$$

For equal atoms of atomic number $Z$ and atomic mass $A$ (in u), its constants are

$$E_L=30.724\,Z^2\,(2Z^{2/3})^{1/2}\cdot 2\ \text{eV},\qquad k=0.1337\,Z^{1/6}(Z/A)^{1/2}.$$

The model treats the solid as a random medium, with binary collisions and no binding energy. Algebra is in atomic units ($\hbar=m_e=e=1$, Coulomb energy $1/r$). For silicon $Z=14$ and $A=28.0855$.

## Part (a): the reduced energy

**Question.** The screening length is $a=c/(\sqrt2\,Z^{1/3})$ with $c=(9\pi^2/128)^{1/3}$. Define $\varepsilon$ as $a$ divided by the closest distance in a head-on collision of bare nuclei. Find $E_L$, and express the energy $T$ transferred in a collision through $t=\varepsilon^2\sin^2(\theta/2)$, where $\theta$ is the centre-of-mass scattering angle.

**Answer.** For equal masses with one atom at rest, half the energy belongs to the relative motion. At the closest distance $b$ of a head-on collision it is all potential energy, so $E/2=Z^2/b$ and $b=2Z^2/E$. Hence

$$\varepsilon=\frac ab=\frac{aE}{2Z^2},\qquad E_L=\frac{2Z^2}{a}=\frac{2\sqrt2\,Z^{7/3}}{c}.$$

Robinson's expression has the same form, since $2Z^2(2Z^{2/3})^{1/2}=2\sqrt2\,Z^{7/3}$; his prefactor is the hartree divided by $c$, up to rounding. For silicon $a=0.01375$ nm. This route gives $E_L=41\,066$ eV, and the published constant gives $41\,051$ eV, a difference of 0.04 %.

An elastic collision between equal masses transfers $T=E\sin^2(\theta/2)$. Therefore $t=\varepsilon^2T/E=\varepsilon\,T/E_L$, or

$$\frac{T}{E_L}=\frac t\varepsilon,\qquad 0\le t\le\varepsilon^2 .$$

The scattering cross section is written with a single function of $\sqrt t$:

$$d\sigma=\pi a^2\,\frac{f(\sqrt t)}{2t^{3/2}}\,dt,\qquad f(x)=\frac{\lambda x^{1/3}}{\left[1+(2\lambda x^{4/3})^{2/3}\right]^{3/2}},\quad \lambda=1.309 .$$

This $f$ is an analytic approximation for Thomas-Fermi screening, good to about 7 % or better for $x$ between 0.01 and 10. Its $x^{1/3}$ behaviour at small $x$ belongs to the approximation: the function built from the Thomas-Fermi potential itself tends to $x^{1/2}$. The $\varepsilon^{1/6}$ law of part (d) rests on this choice of $f$. At large $x$ it becomes $1/(2x)$, so $d\sigma\to\pi a^2dt/(4t^2)$. With $t=ET/E_L^2$ and $aE_L=2Z^2$,

$$d\sigma\to\frac{\pi a^2E_L^2}{4E}\frac{dT}{T^2}=\frac{\pi Z^4}{E}\frac{dT}{T^2},$$

which is Rutherford scattering for equal masses, as it must be when the nuclei come well inside the screening cloud.

## Part (b): the electronic factor

**Question.** In the Lindhard-Scharff model the electronic stopping cross section of an atom with speed $v$ is $S_e=8\pi Z^{7/6}v/2^{3/2}$. Show that in reduced units it is $k\sqrt\varepsilon$, and recover the constant 0.1337. Is the model's condition on the speed met?

**Answer.** Energy is measured in $E_L$ and cross sections in $\pi a^2$, so the reduced stopping is $S_e/(\pi a^2E_L)$. With $M$ the atomic mass in electron masses, $v=\sqrt{2E/M}=\sqrt{2\varepsilon E_L/M}$, and

$$\frac{S_e}{\pi a^2E_L}=\frac{8\sqrt2}{2^{3/2}}\frac{Z^{7/6}}{a^2\sqrt{E_LM}}\sqrt\varepsilon
\quad\Rightarrow\quad k=\frac{4Z^{7/6}}{a^2\sqrt{E_LM}} .$$

Now insert $a^2=c^2/(2Z^{2/3})$ and $\sqrt{E_L}=2^{3/4}Z^{7/6}/c^{1/2}$:

$$k=\frac{8}{2^{3/4}}\,\frac{Z^{2/3}}{c^{3/2}\sqrt M}=\frac{2^{9/4}Z^{2/3}}{c^{3/2}\sqrt M}.$$

Since $c^{3/2}=(9\pi^2/128)^{1/2}=3\pi/2^{7/2}$, the prefactor is $2^{23/4}/(3\pi)=5.710$. One atomic mass unit is about 1822.9 electron masses, so $\sqrt M=42.70\sqrt A$ and $k=0.1337\,Z^{2/3}/\sqrt A$. This is the quoted form, because $Z^{1/6}Z^{1/2}=Z^{2/3}$. For silicon $k=0.1466$.

Stopping proportional to speed requires $v$ well below the Thomas-Fermi speed $Z^{2/3}$. Here $v=0.379$ and $Z^{2/3}=5.81$, so the condition holds.

## Part (c): the energy balance

**Question.** Let $\nu(\varepsilon)=T_{\rm dam}/E_L$. Derive the equation that fixes $\nu$, and state what is assumed.

**Answer.** Let the atom travel a short distance $dR$ through $N$ atoms per unit volume. With probability $N\,dR\,d\sigma$ it makes a collision that leaves two moving atoms, with energies $E-T$ and $T$. Both go on to produce damage. Apart from collisions, it loses $N S_e\,dR$ to electrons. The mean damage energy is the same whether it is reckoned before or after this step. To first order in $dR$,

$$\nu(E)=\nu(E)-N S_e\,dR\,\frac{d\nu}{dE}+N\,dR\int d\sigma\,\left[\nu(E-T)+\nu(T)-\nu(E)\right].$$

Cancel $\nu(E)$, divide by $N\,dR\,\pi a^2$ and use reduced units:

$$k\sqrt\varepsilon\,\nu'(\varepsilon)=\int_0^{\varepsilon^2}\frac{f(\sqrt t)}{2t^{3/2}}\left[\nu\!\left(\varepsilon-\frac t\varepsilon\right)+\nu\!\left(\frac t\varepsilon\right)-\nu(\varepsilon)\right]dt. \tag{1}$$

The total cross section diverges at small $t$, but the integral does not. There the bracket is proportional to $t$ and $f$ to $t^{1/6}$, so the integrand goes as $t^{-1/3}$.

Equation (1) assumes that electronic losses come in small steps, separate from the nuclear collisions, and that a struck atom keeps all of $T$. It is linear and homogeneous, so a scale must be set: $\nu/\varepsilon\to1$ as $\varepsilon\to0$, where part (d) shows the electronic share to vanish. For $k=0$ the solution is $\nu=\varepsilon$, and all the energy is damage energy.

## Part (d): the low-energy limit

**Question.** Show that the share lost to electrons begins as $kC\varepsilon^{1/6}$, and find $C$. How much of this loss comes from the first atom itself?

**Answer.** Write $\nu=\varepsilon-\eta$, where $\eta$ is the energy given to electrons. The linear parts cancel in the bracket of (1), leaving

$$k\sqrt\varepsilon\,(1-\eta')=\int_0^{\varepsilon^2}\frac{f(\sqrt t)}{2t^{3/2}}\left[\eta(\varepsilon)-\eta\!\left(\varepsilon-\frac t\varepsilon\right)-\eta\!\left(\frac t\varepsilon\right)\right]dt .$$

At low energy $\eta'$ is small compared with 1 and $f(\sqrt t)\to\lambda t^{1/6}$. Put $t=\varepsilon^2u$, so that $u=T/E$, and try $\eta=kC\varepsilon^p$:

$$k\varepsilon^{1/2}=\frac{\lambda kC}{2}\,\varepsilon^{p-2/3}\int_0^1u^{-4/3}\left[1-(1-u)^p-u^p\right]du .$$

The powers agree if $p=7/6$, so $\eta/\varepsilon=kC\varepsilon^{1/6}$, which does vanish as $\varepsilon\to0$. The factors agree if $C=2/(\lambda I)$, where $I$ is the integral at $p=7/6$. Its first two terms are integrated by parts:

$$\int_0^1u^{-4/3}\left[1-(1-u)^{7/6}\right]du=\left[-3u^{-1/3}\left(1-(1-u)^{7/6}\right)\right]_0^1+\frac72\int_0^1u^{-1/3}(1-u)^{1/6}du .$$

The boundary term is $-3$ at $u=1$ and vanishes as $u^{2/3}$ at $u=0$. The last integral is the beta function $B(2/3,7/6)$. The remaining term is $\int_0^1u^{-1/6}du=6/5$. Thus

$$I=\frac72B\!\left(\frac23,\frac76\right)-3-\frac65=0.4742,\qquad C=\frac{2}{1.309\times0.4742}=3.222 .$$

This accounts for the leading power in $g$. The fitted coefficient 3.4008 is 5.6 % above $C$; it was chosen to serve a wide range of energies and not this limit alone.

If the recoils lost nothing to electrons, the term $\eta(t/\varepsilon)$ would be absent. The integral would then be $0.4742+1.2=1.674$, and the loss would fall to $0.4742/1.674=28\,\%$ of its value. At low energy most of the electronic loss therefore comes from the recoils. The slow power $\varepsilon^{1/6}$ is the reason: dividing the energy among many slower atoms hardly lowers the share that each of them loses.

## Part (e): the damage energy at 100 keV

**Question.** Evaluate Robinson's fit for the silicon recoil. What does the fit give at very high energy?

**Answer.** The reduced energy is

$$\varepsilon=\frac{100\,000}{41\,051}=2.436 .$$

The three terms of $g$ are

$$3.4008\,\varepsilon^{1/6}=3.945,\qquad0.40244\,\varepsilon^{3/4}=0.785,\qquad\varepsilon=2.436,$$

with the sum $g=7.166$. Then $kg=0.14655\times7.1655=1.050$, and

$$T_{\rm dam}=\frac{100\,000\ \text{eV}}{1+1.050}=48\,780\ \text{eV}\approx49\ \text{keV}.$$

The other 51 keV goes to electrons. The near-equal division reflects $kg\approx1$: this recoil lies close to the energy at which the two shares are equal.

For $kg\ll1$ the fit becomes $E(1-kg)$, the weak-loss form of part (d). For $\varepsilon\to\infty$ the linear term of $g$ dominates and $T_{\rm dam}\to E_L/k=41\,051/0.14655\approx280\,000$ eV. In the fit, then, the damage energy saturates. This limit is formal, because stopping proportional to speed fails once $v$ approaches $Z^{2/3}$. The trend is already visible at moderate energy: from 100 to 200 keV the fitted damage energy rises by a factor of 1.60 and not 2.

## Part (f): the fit against the equation

**Question.** The coefficients of $g$ are numerical and cannot be derived in closed form. Recast (1) so that it can be solved accurately, and judge the fit. How much energy do the recoils give to electrons at 100 keV?

**Answer.** Part (d) suggests the variable $s=\varepsilon^{1/6}$ and the lost fraction $\varphi=1-\nu/\varepsilon$, which starts linearly in $s$. From $\nu=\varepsilon(1-\varphi)$ and $\varepsilon\,d/d\varepsilon=(s/6)\,d/ds$,

$$\nu'=1-\varphi-\frac s6\frac{d\varphi}{ds}.$$

With $t=\varepsilon^2u$ the measure $dt/(2t^{3/2})$ becomes $du/(2\varepsilon u^{3/2})$. The bracket of (1) carries a factor $\varepsilon$, which cancels this one. Since $\sqrt\varepsilon=s^3$,

$$ks^3\left(1-\varphi-\frac s6\frac{d\varphi}{ds}\right)=\int_0^1\frac{f(\varepsilon\sqrt u)}{2u^{3/2}}\left[\varphi(s)-(1-u)\,\varphi\!\left(s(1-u)^{1/6}\right)-u\,\varphi\!\left(su^{1/6}\right)\right]du .$$

This is linear in $\varphi$. Let $\varphi$ be $s$ times a sum of 32 Chebyshev polynomials and require the equation to hold at 32 points; the coefficients follow from a set of linear equations. With 24 polynomials the damage energy at 100 keV changes by less than one part in $10^4$.

Two further tests support the solution. Its slope at $s=0$ gives $C=3.2218$, equal to the closed form of part (d) to the digits shown. Put back into (1) at 100 keV, with the integral over $t$ done separately, it gives 0.078414 on both sides. The comparison with the fit is as follows, with the error relative to the solution of (1).

| $E$ (eV) | Fit (eV) | Equation (eV) | Error |
|---:|---:|---:|---:|
| 1 000 | 784 | 781 | +0.4 % |
| 10 000 | 6 897 | 6 843 | +0.8 % |
| 100 000 | 48 778 | 47 633 | +2.4 % |
| 200 000 | 78 239 | 75 317 | +3.9 % |

The fit is good to a few per cent in this range, and its error grows with energy. At 100 keV the equation itself gives 47.6 keV, so the last digit of "49 keV" belongs to the fit.

If (1) is solved with the electronic losses of all recoils switched off, and all else held fixed, the damage energy rises to 67 439 eV. The recoils thus account for $67\,439-47\,633\approx19\,800$ eV, or 38 % of the total electronic loss of 52 367 eV. A calculation that follows the stopping of the first atom alone would overestimate the damage energy by 42 % on this count, or by 45 % in the continuous slowing-down approximation.

## Part (g): a silicon self-implant

**Question.** Silicon ions of 100 keV are implanted into silicon to a fluence $\Phi=10^{14}$ cm$^{-2}$. Estimate the ion's path length, the mean damage energy per atom, and the nominal number of displacements per ion, $0.8\,T_{\rm dam}/(2E_d)$, for a rough displacement threshold $E_d=15$ eV.

**Answer.** If escape through the surface is neglected, the ion divides its energy as an internal recoil does. The mean nuclear loss is found by weighting each collision with $t/\varepsilon$. With $t=x^2$, $dt=2x\,dx$,

$$s_n(\varepsilon)=\int_0^{\varepsilon^2}\frac t\varepsilon\,\frac{f(\sqrt t)}{2t^{3/2}}\,dt=\frac1\varepsilon\int_0^\varepsilon f(x)\,dx .$$

A cubic cell of edge 0.543 nm with eight atoms gives $N=8/0.543^3=49.97$ nm$^{-3}$. Multiplying the reduced stopping by $N\pi a^2E_L$ gives 318 eV/nm to nuclei and 278 eV/nm to electrons at 100 keV. In the continuous slowing-down approximation the path length is

$$R=\frac1{N\pi a^2}\int_0^{\varepsilon}\frac{d\varepsilon'}{s_n(\varepsilon')+k\sqrt{\varepsilon'}}=170\ \text{nm}.$$

The fluence is 1 ion per nm$^2$. Spread over a layer of thickness $R$, the damage energy per atom is

$$\frac{\Phi\,T_{\rm dam}}{NR}=\frac{1\times48\,778}{49.97\times170}\approx5.7\ \text{eV}.$$

The path is crooked, so the mean depth reached is smaller than $R$, about 135 nm in this model. But the depths scatter by about 50 nm, so roughly a quarter of the ions stop deeper than $R$ and the damaged layer extends past it. The figure of 5.7 eV per atom is an order of magnitude for the layer: the peak of the profile is roughly 15 % higher, and the mean over the 200 nm that hold 95 % of the damage energy is roughly 20 % lower.

The displacement count is $0.8\times48\,778/30\approx1300$ per ion. This is the Norgett-Robinson-Torrens measure. Spread over the same layer it amounts to $1300/(49.97\times170)\approx0.15$ displacements per atom. The count is inversely proportional to $E_d$ and is no better known than that rough threshold. It is not a number of surviving defects, and the damage energy is not energy stored in defects: it includes motion that ends as heat.

## Part (h): how far the number can be trusted

**Question.** Estimate the effect on $T_{\rm dam}$ of an error in the electronic stopping, and of the assumption that even the slowest recoils lose energy to electrons. Which features of a real implant lie outside the model?

**Answer.** Let $k$ change by 20 % with everything else fixed. The fit gives 54 300 eV for the lower $k$ and 44 200 eV for the higher, that is $+11\,\%$ and $-9\,\%$. The response is about half the change in $k$, as the formula requires:

$$\frac{d\ln T_{\rm dam}}{d\ln k}=-\frac{kg}{1+kg}=-\frac{1.050}{2.050}=-0.51 .$$

Equation (1) itself responds somewhat more strongly, by $+13\,\%$ and $-11\,\%$.

For slow recoils, stopping proportional to speed is doubtful in a material with a band gap. Multiply it by $1-e^{-E/E_c}$ with $E_c=15$ eV, which removes 37 % of it at $E_c$ and more at lower energies. The solution of (1) then rises from 47 633 to about 52 500 eV, by 10 %. So low a cutoff matters because of the power $\varepsilon^{1/6}$. At 15 eV, $\varepsilon^{1/6}=0.267$, and the leading-order lost fraction is $kC\varepsilon^{1/6}=0.14655\times3.222\times0.267\approx0.13$. Without the cutoff, an atom that has slowed to 15 eV would still, together with its recoils, give about 12 % of its remaining energy to electrons (0.116 from the full solution of (1)), and in a model without binding the cascade's energy passes through many such atoms.

A real wafer is a crystal, and an ion steered along an open channel meets fewer close collisions, goes deeper and leaves less damage energy; the random medium is the better picture for a tilted wafer or a layer already made amorphous. Ions scattered back out of the surface also carry energy away. Neither effect is estimated here. The thermal energy at 300 K is 0.026 eV, far below the 15 eV needed to displace an atom, so temperature should have little direct effect on the collisions that make damage. Equation (1), having no binding, follows atoms even below the thermal energy; switching off the stopping there raises the result by 3.5 %, which is part of the cutoff effect estimated above. Temperature does affect what follows, because mobile defects recombine during and after the implant, so the final damage depends on temperature and dose rate as well as on $T_{\rm dam}$.

The two estimates above are each about 10 %, larger than the 2.4 % difference between the fit and (1) with the approximate $f$. The screening function can matter more. With the 15 eV cutoff kept, an $f$ built from the Thomas-Fermi potential itself lowers the result by about 1 %. One built in the same way from the more strongly screened Ziegler-Biersack-Littmark potential lowers it from 52.5 to about 38 keV, because slow recoils then lose less to nuclei. That figure shows a sensitivity and is not a prediction for this potential: a single function of $\sqrt t$ represents it poorly, giving a nuclear stopping about half that of exact classical scattering at 15 eV, 18 % too low at 1 keV and 11 % too high at 100 keV. For this recoil the Lindhard model with Thomas-Fermi screening supports a damage energy of roughly half the initial energy, with 49 keV as the value of Robinson's formula. The numerical output lists the quantities used.

## Computed values

```
Atomic number Z: 14; atomic mass A: 28.0855 u
Recoil energy E: 100000 eV
Screening length a: 0.01375 nm
E_L, Robinson constants: 41051 eV
E_L, from screening length: 41066 eV
k, Robinson constants: 0.14655
k, from electronic stopping: 0.14659
Reduced energy eps: 2.4360
g term with eps^(1/6): 3.9448
g term with eps^(3/4): 0.7847
g term linear in eps: 2.4360
g total: 7.1655; k g: 1.0501
Damage energy, Robinson: 48778 eV = 48.8 keV
Energy to electrons, Robinson: 51222 eV
Damage fraction, Robinson: 0.4878
Low-energy integral I: 0.4742
Low-energy coefficient C, closed form: 3.2218
Low-energy coefficient C, collocation: 3.2218
Balance at 100 keV, left: 0.078414; right: 0.078414
E = 1000 eV: fit 784 eV, equation 781 eV, fit error +0.4 %
E = 10000 eV: fit 6897 eV, equation 6843 eV, fit error +0.8 %
E = 100000 eV: fit 48778 eV, equation 47633 eV, fit error +2.4 %
E = 200000 eV: fit 78239 eV, equation 75317 eV, fit error +3.9 %
Equation, recoils lose nothing to electrons: 67439 eV
Equation, slow-recoil cutoff at 15 eV: 52527 eV
Change due to that cutoff: +10.3 %
Fit with k lowered 20 %: 54346 eV
Fit with k raised 20 %: 44246 eV
Ion speed: 0.379 atomic units
Thomas-Fermi speed Z^(2/3): 5.809 atomic units
Cell edge: 0.543 nm; atom density: 49.97 nm^-3
Nuclear stopping at E: 318 eV/nm
Electronic stopping at E: 278 eV/nm
Total path length: 170 nm
Fluence: 1.0e+14 cm^-2
Mean damage energy over path depth: 5.73 eV/atom
Displacement threshold (rough): 15 eV
Nominal displacements per ion: 1301
Thermal energy at 300 K: 0.0259 eV
```
